# Oxygen vacancies and the pressure dependence of electron density in oxides

An n-type oxide is held at temperature $T$ in oxygen gas of pressure $P$ until oxygen no longer flows in or out on average. Some oxygen sites are then vacant, and each vacancy has given two electrons to the conduction band. How does the density $n$ of these electrons depend on $P$?

The following assumptions hold unless a part changes them.

- The gas is ideal, and the temperature is fixed.
- Vacancies are few and do not interact.
- Vacancies carry charge $+2e$ relative to the perfect oxide, and free electrons alone balance that charge. There are no other dopants, and holes are negligible.
- The conduction band is parabolic with edge $E_c$, and its electrons are non-degenerate: each band state is occupied with probability much less than one.

Densities are in $\mathrm{cm^{-3}}$, $k$ is Boltzmann's constant, $E_F$ is the Fermi level, and the reference pressure is $P_0=1$ bar.

## (a) The reaction and its free energy

**Write the reaction that forms a vacancy, and find how its free energy depends on $P$ and $E_F$.**

In the ionic picture, an oxygen site holds $\mathrm{O^{2-}}$. The oxygen leaves as a neutral atom, so two electrons stay behind. Once they have moved to the band, the empty site lacks the charge $-2e$ that it had before. Its charge relative to the perfect oxide is therefore $+2e$:

$$
\mathrm{O_O}\;\rightarrow\;\mathrm{V_O^{2+}}+2e^-+\tfrac12\mathrm{O_2}.
$$

Here $\mathrm{O_O}$ is an oxygen on its own site. Atoms, sites and charge all balance.

For an ideal gas at fixed temperature, the chemical potential per molecule changes by the volume per molecule times the pressure change:

$$
d\mu_{\mathrm{O_2}}=\frac{kT}{P}\,dP
\quad\Rightarrow\quad
\mu_{\mathrm{O_2}}(P)=\mu_{\mathrm{O_2}}(P_0)+kT\ln\frac{P}{P_0}.
$$

One atom is half a molecule, so

$$
\mu_{\mathrm O}(P)=\mu_{\mathrm O}(P_0)+\tfrac12kT\ln\frac{P}{P_0}.
$$

Let $g$ be the free energy needed to make one vacancy at a given site when its two electrons are placed at $E_c$ and its oxygen goes into gas at $P_0$. It includes changes in lattice vibrations, but not the entropy of choosing a site or a band state. If the electrons instead go to a reservoir at $E_F$, the cost changes by $2(E_F-E_c)$. If the gas is at $P$, the cost changes by $\frac12kT\ln(P/P_0)$. Hence

$$
G=g+2(E_F-E_c)+\tfrac12kT\ln\frac{P}{P_0}.
$$

Lowering the pressure makes a vacancy cheaper. Raising the Fermi level makes it more expensive, because its electrons must then be delivered at a higher energy.

## (b) Densities of vacancies and electrons

**Express both densities through $E_F$.**

Each oxygen site exchanges oxygen with the gas and electrons with the reservoir. Give the filled site statistical weight 1. The vacant site then has weight $e^{-G/kT}$, and the probability of finding it vacant is

$$
\frac{e^{-G/kT}}{1+e^{-G/kT}}\simeq e^{-G/kT},
$$

where the last form holds when vacancies are rare. With $N_O$ oxygen sites per unit volume,

$$
[V]=N_O\,e^{-g/kT}\,e^{-2(E_F-E_c)/kT}\left(\frac{P}{P_0}\right)^{-1/2}. \tag{1}
$$

The power $-1/2$ arises because $\exp[-\frac12\ln(P/P_0)]=(P/P_0)^{-1/2}$.

For the electrons, let $m$ be the effective mass and $x=(E-E_c)/kT$. The parabolic density of states, with both spins counted, is

$$
D(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt{E-E_c}.
$$

Non-degenerate occupation means that the Fermi function reduces to $e^{-(E-E_F)/kT}$. Therefore

$$
n=\frac{1}{2\pi^2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}
e^{(E_F-E_c)/kT}\int_0^\infty\sqrt{x}\,e^{-x}\,dx .
$$

The integral is $\sqrt\pi/2$. Collecting the factors gives

$$
n=N_c\,e^{(E_F-E_c)/kT},\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}. \tag{2}
$$

The two prefactors agree, since each equals $(2mkT/\hbar^2)^{3/2}/(4\pi^{3/2})$.

## (c) The law of mass action

**Eliminate the Fermi level.**

Squaring equation (2) gives $n^2=N_c^2e^{2(E_F-E_c)/kT}$. Multiplying this by equation (1) cancels the two exponentials that contain $E_F$:

$$
[V]\,n^2\left(\frac{P}{P_0}\right)^{1/2}=K,
\qquad K=N_O N_c^2e^{-g/kT}. \tag{3}
$$

The pressure ratio has no unit, so $K$ has the unit $\mathrm{cm^{-9}}$. It depends on temperature but not on pressure. The square of $n$ reflects the two electrons released per vacancy.

Equation (3) does not yet fix $n$. If some other source held $n$ constant, the vacancy density would vary as $P^{-1/2}$. A second relation is needed, and charge neutrality supplies it.

## (d) The electron density

**Use charge neutrality to find $n(P)$.**

Each vacancy has charge $+2e$ and each electron has charge $-e$. Neutrality therefore requires

$$
n=2[V],\qquad [V]=\frac n2 .
$$

Insert this into equation (3), and then multiply by $2(P/P_0)^{-1/2}$:

$$
\frac{n^3}{2}\left(\frac{P}{P_0}\right)^{1/2}=K
\quad\Rightarrow\quad
n^3=2K\left(\frac{P}{P_0}\right)^{-1/2}.
$$

The cube root is

$$
\boxed{\,n=(2K)^{1/3}\left(\frac{P}{P_0}\right)^{-1/6}\,} \tag{4}
$$

The sixth is a half divided by three. The half comes from the half molecule of oxygen. Two of the three powers of $n$ come from the released electrons, and the third comes from the vacancy density, which neutrality ties to $n$. Physically, the electrons already released raise $E_F$ and make further vacancies more expensive. This weakens the response from $P^{-1/2}$ to $P^{-1/6}$.

The mass-action step can be checked by counting states. Take $10^8$ oxygen sites and $10^7$ electron states, all at the band edge. A configuration class with $v$ vacancies has a weight equal to the number of ways to place $v$ vacancies and $2v$ electrons, times the $v$-th power of a Boltzmann factor. That factor is $4.0\times10^{-13}$ at 1 bar and varies as $P^{-1/2}$. Summing over $v$ gives a mean of 1999.4 electrons at 1 bar, where the law predicts 2000.0. At $10^{-3}$ bar the sum gives 6321.5 and the law 6324.6. The differences are 0.03% and 0.05% of the predicted values.

## (e) A numerical example

**Evaluate the law for a model oxide with $T=900$ K, $g=2.00$ eV, $N_O=5\times10^{22}\ \mathrm{cm^{-3}}$ and $m=0.30\,m_e$, where $m_e$ is the free-electron mass. How accurate is it for non-interacting defects?**

These are round model parameters, not those of a named material. They give $kT=0.07756$ eV, $g/kT=25.788$ and $N_c=2.143\times10^{19}\ \mathrm{cm^{-3}}$. Thus

$$
K=(5\times10^{22})(2.143\times10^{19})^2e^{-25.788}\ \mathrm{cm^{-9}}
=1.45\times10^{50}\ \mathrm{cm^{-9}},
$$

and at 1 bar

$$
n=(2.90\times10^{50})^{1/3}\ \mathrm{cm^{-3}}
=6.62\times10^{16}\ \mathrm{cm^{-3}}.
$$

At $10^{-6}$ bar the pressure factor is $(10^{-6})^{-1/6}=10$, so $n=6.62\times10^{17}\ \mathrm{cm^{-3}}$.

For comparison, the neutrality condition was solved numerically with Fermi–Dirac occupation, the full site probability of part (b), and holes of mass $2.00\,m_e$ across a gap of 3.00 eV:

| $P$ (bar) | $n$, equation (4) ($\mathrm{cm^{-3}}$) | $n$, numerical ($\mathrm{cm^{-3}}$) |
|---|---|---|
| $1$ | $6.619\times10^{16}$ | $6.614\times10^{16}$ |
| $10^{-2}$ | $1.426\times10^{17}$ | $1.424\times10^{17}$ |
| $10^{-4}$ | $3.072\times10^{17}$ | $3.062\times10^{17}$ |
| $10^{-6}$ | $6.619\times10^{17}$ | $6.571\times10^{17}$ |

A fit to the numerical densities gives the exponent $-0.1662$, close to $-1/6=-0.1667$. Lowering $P$ from 1 to $1/64$ bar raises the numerical density by a factor of 1.9985; the law gives $64^{1/6}=2$.

At $10^{-6}$ bar the numerical density is 0.7% below the law. Holes are too few to cause this, and only $6.6\times10^{-6}$ of the oxygen sites are vacant. The cause is the onset of degeneracy. With $\eta=(E_F-E_c)/kT$, the next term of the Fermi function is $-e^{-2(x-\eta)}$, and integration gives

$$
n\simeq N_c\left(e^\eta-\frac{e^{2\eta}}{2^{3/2}}\right)
\quad\Rightarrow\quad
e^\eta\simeq\frac n{N_c}(1+\delta),\qquad
\delta=\frac{n}{2^{3/2}N_c}.
$$

Equation (1) contains $e^{-2\eta}$, so the right side of equation (3) becomes $K(1-2\delta)$ to first order in $\delta$. The cube root then lowers $n$ by the fraction $2\delta/3$. At $10^{-6}$ bar, $n/N_c=0.031$ and $\delta=0.011$. The predicted reduction is 0.7%, as found.

This is the accuracy within the model, not that for a real oxide. The numerical solution, like the law, leaves out the Coulomb interaction between vacancies and electrons. Each charged vacancy attracts electrons and repels other vacancies, which lowers the cost of forming it. This correction can far exceed 0.7% over the whole table. A rough Debye–Hückel estimate with a relative permittivity of 10 raises $n$ by about 14% at 1 bar and by more than half at $10^{-6}$ bar; with a permittivity of 20 the figures are about 5% and 16%. Because the correction grows with $n$, it also steepens the local exponent: for a permittivity of 10, to about $-0.18$ at 1 bar and $-0.22$ at $10^{-6}$ bar.

## (f) Fixed acceptors or donors

**Let the oxide also contain a net density $A$ of immobile, fully ionized acceptors, with negative $A$ meaning donors. Find the local pressure exponent.**

Each ionized acceptor has charge $-e$, so neutrality becomes $n+A=2[V]$. Equation (3) is unchanged. Substituting $[V]=(n+A)/2$ gives

$$
n^2(n+A)=2K\left(\frac{P}{P_0}\right)^{-1/2}. \tag{5}
$$

Take the logarithm and differentiate with respect to $\ln P$. Let $r=d\ln n/d\ln P$. Since $A$ is constant, $d\ln(n+A)=dn/(n+A)=[n/(n+A)]\,d\ln n$, and therefore

$$
\left(2+\frac{n}{n+A}\right)r=-\frac12
\quad\Rightarrow\quad
r=-\frac{n+A}{2(3n+2A)}. \tag{6}
$$

There are three limits.

- For $|A|\ll n$, $r\to-1/6$, the result of part (d).
- For acceptors with $A\gg n$, $r\to-1/4$. Acceptors now balance nearly all the vacancy charge, so $[V]\simeq A/2$ hardly changes with pressure. Equation (3) then leaves $n^2\propto P^{-1/2}$.
- For donors that supply nearly all the electrons, $n\simeq-A$ and $n+A\to0$, so $r\to0$. Vacancies still respond to pressure, but they add few electrons.

It is thus not enough that vacancies are the only donors. Electrons must also be the charges that balance them.

The model oxide at 1 bar gives the following numerical solutions; the last column evaluates equation (6) with $n$ taken from equation (5):

| $A$ ($\mathrm{cm^{-3}}$) | $n$ ($\mathrm{cm^{-3}}$) | $r$, numerical | $r$, equation (6) |
|---|---|---|---|
| $+10^{18}$ | $1.69\times10^{16}$ | $-0.2479$ | $-0.2479$ |
| $+10^{17}$ | $4.47\times10^{16}$ | $-0.2164$ | $-0.2165$ |
| $-10^{17}$ | $1.20\times10^{17}$ | $-0.0626$ | $-0.0627$ |
| $-10^{18}$ | $1.00\times10^{18}$ | $-0.0001$ | $-0.0001$ |

A fixed charge density of $10^{17}\ \mathrm{cm^{-3}}$ is only two millionths of the oxygen-site density, yet it changes the exponent clearly. It must be compared with $n$, not with the density of atoms.

## (g) Incomplete ionization

**Suppose a vacancy can keep one electron in a level at depth $E_1$ below $E_c$. When is it still almost fully ionized, and what happens if it is not?**

The singly ionized vacancy $V^+$ keeps one electron, which saves the energy $E_1$, and sends the other to the reservoir. Its formation free energy is

$$
G_1=g-E_1+(E_F-E_c)+\tfrac12kT\ln\frac P{P_0}.
$$

The bound electron has two spin states, so the statistical weight of $V^+$ is $2e^{-G_1/kT}$. Dividing by the weight of $V^{2+}$ cancels $g$ and the pressure term:

$$
\frac{[V^+]}{[V^{2+}]}=2e^{(E_1+E_F-E_c)/kT}
=2\frac n{N_c}e^{E_1/kT}. \tag{7}
$$

Setting this ratio to 0.1 and solving for the depth gives

$$
E_1=kT\ln\frac{0.1N_c}{2n}.
$$

With $n$ from equation (4), this is 0.216 eV at 1 bar and 0.037 eV at $10^{-6}$ bar. Full ionization is harder to maintain at low pressure, because the larger electron density refills the levels. Even the Coulomb attraction alone can break the limit. For $m=0.30\,m_e$ and a relative permittivity of 10, a centre of charge $+2e$ has a hydrogen-like level about 0.16 eV deep, or about 0.11 eV with screening at $10^{-6}$ bar. This meets the limit at 1 bar but not at $10^{-6}$ bar, where $[V^+]/[V^{2+}]$ is then about 0.26.

If $V^+$ dominates, neutrality reads $n=[V^+]$. Equation (3) still governs $[V^{2+}]$, so equation (7) gives

$$
n=\frac{2n}{N_c}e^{E_1/kT}\,\frac{K}{n^2}\left(\frac P{P_0}\right)^{-1/2}
\quad\Rightarrow\quad
n^2=\frac{2K}{N_c}e^{E_1/kT}\left(\frac P{P_0}\right)^{-1/2}.
$$

Hence $n\propto P^{-1/4}$. For $E_1=0.90$ eV at 1 bar, the numerical solution has about $1.3\times10^4$ singly ionized vacancies per doubly ionized one and a local exponent of $-0.2475$. Strong compensation by acceptors also gives an exponent near $-1/4$, so the exponent alone does not distinguish the two cases. Neutral vacancies are left out of this model.

## (h) An amorphous oxide

**In an amorphous network, $g$ differs from site to site. Does the exponent of part (d) survive a Gaussian distribution with mean $g_0$ and standard deviation $s$?**

Return to full ionization and no fixed charge, and let the band edge be the same throughout the film. While every contributing site is rarely vacant, the factor $e^{-g/kT}$ in equation (1) is replaced by its average. Completing the square in the exponent gives

$$
-\frac{(g-g_0)^2}{2s^2}-\frac g{kT}
=-\frac{(g-g_0+s^2/kT)^2}{2s^2}-\frac{g_0}{kT}+\frac{s^2}{2(kT)^2}.
$$

The first term on the right is a shifted Gaussian with the same area as the original. The average is therefore

$$
\left\langle e^{-g/kT}\right\rangle
=e^{-g_0/kT}\,e^{s^2/2(kT)^2}.
$$

The last factor multiplies $K$ but does not contain $P$. As long as the contributing sites are rarely vacant and the electrons stay non-degenerate, disorder raises the electron density and leaves the exponent at $-1/6$.

For $g_0=2.00$ eV and $s=0.15$ eV, $K$ grows by a factor of 6.49 and $n$ by $6.49^{1/3}=1.87$. At 1 bar the law now gives $1.235\times10^{17}\ \mathrm{cm^{-3}}$, and the numerical average over sites gives $1.233\times10^{17}\ \mathrm{cm^{-3}}$. The fitted exponent between 1 and $10^{-6}$ bar is $-0.1658$.

The shifted Gaussian also shows which sites matter. Their formation free energies are centred at $g_0-s^2/kT=1.71$ eV, below the mean. The average above holds only while these easier sites, too, are rarely vacant. Wider distributions break this condition: with the other parameters unchanged, the fitted exponent between 1 and $10^{-6}$ bar is about $-0.157$ for $s=0.30$ eV and $-0.135$ for $s=0.40$ eV, as the easiest sites saturate and the electrons approach degeneracy.

The derivation also requires the film to exchange oxygen freely while its network stays unchanged. If the film is cooled until exchange stops, its vacancy density is frozen. A later change of gas pressure then has no effect through this reaction, and equation (4) does not apply. Nor is the conductivity the same quantity as $n$: for conduction by these electrons it is $en\mu$, where $\mu$ is the mobility, and it follows the $-1/6$ power only if $\mu$ does not change with pressure. The numerical output below gives the remaining values.

## Numbers as computed

```
temperature = 900 K; kT = 0.07756 eV
formation free energy g = 2.00 eV
oxygen-site density = 5.000e+22 cm^-3
electron mass = 0.30 m_e
hole mass = 2.00 m_e; band gap = 3.00 eV
effective band density N_c = 2.1426e+19 cm^-3
g/kT = 25.7878
mass-action constant K = 1.4499e+50 cm^-9
finite count: 1e+08 sites, 1e+07 states
finite count: Boltzmann factor at 1 bar = 4.0e-13
P = 1e+00 bar: counted electrons = 1999.39, law = 2000.00
P = 1e-03 bar: counted electrons = 6321.49, law = 6324.56
P = 1e+00 bar: n law = 6.6189e+16, solver = 6.6141e+16 cm^-3
  vacant site fraction = 6.614e-07; holes/electrons = 2.86e-11
P = 1e-02 bar: n law = 1.4260e+17, solver = 1.4238e+17 cm^-3
  vacant site fraction = 1.424e-06; holes/electrons = 6.17e-12
P = 1e-04 bar: n law = 3.0722e+17, solver = 3.0619e+17 cm^-3
  vacant site fraction = 3.062e-06; holes/electrons = 1.33e-12
P = 1e-06 bar: n law = 6.6189e+17, solver = 6.5713e+17 cm^-3
  vacant site fraction = 6.571e-06; holes/electrons = 2.87e-13
fitted pressure exponent = -0.16620; -1/6 = -0.16667
n ratio when P falls from 1 to 1/64 bar = 1.9985
fixed charge at 1 bar (positive: acceptors, negative: donors)
A = +0e+00 cm^-3: n = 6.6141e+16 cm^-3; exponent solver = -0.16655, formula = -0.16667
A = +1e+17 cm^-3: n = 4.4729e+16 cm^-3; exponent solver = -0.21640, formula = -0.21653
A = +1e+18 cm^-3: n = 1.6882e+16 cm^-3; exponent solver = -0.24787, formula = -0.24794
A = -1e+17 cm^-3: n = 1.2004e+17 cm^-3; exponent solver = -0.06255, formula = -0.06270
A = -1e+18 cm^-3: n = 1.0003e+18 cm^-3; exponent solver = -0.00014, formula = -0.00014
P = 1e+00 bar: level depth for V+/V2+ near 0.1 = 0.2159 eV; solver ratio = 0.1017
P = 1e-06 bar: level depth for V+/V2+ near 0.1 = 0.0373 eV; solver ratio = 0.1020
deep level = 0.90 eV at 1 bar: V+/V2+ = 12584.1; exponent = -0.24752
disorder width = 0.15 eV; K factor = 6.4905
disorder factor for n = 1.8653
disorder, P = 1e+00 bar: n law = 1.2347e+17, solver = 1.2330e+17 cm^-3
disorder, P = 1e-02 bar: n law = 2.6600e+17, solver = 2.6521e+17 cm^-3
disorder, P = 1e-04 bar: n law = 5.7308e+17, solver = 5.6945e+17 cm^-3
disorder, P = 1e-06 bar: n law = 1.2347e+18, solver = 1.2180e+18 cm^-3
disorder: fitted pressure exponent = -0.16580
```
